\section*{Bulk permittivity and interfacial contribution from two high-permittivity capacitor films}

\section*{Problem}

The equivalent oxide thickness (EOT) of a capacitor is the thickness of SiO$_2$, with relative permittivity taken as 3.9 by convention, that would give the same capacitance per area $C$:
\begin{equation}
\mathrm{EOT}=\frac{3.9\,\varepsilon_0}{C}.
\label{eot}
\end{equation}
Two planar films of the same high-permittivity oxide, with the same electrodes, are measured with a small signal near zero bias. The film of thickness $t_1=6$ nm has $\mathrm{EOT}_1=0.50$ nm, and the film of thickness $t_2=12$ nm has $\mathrm{EOT}_2=0.70$ nm. The thickness $t$ is that of the whole film, including any degraded layers at its surfaces.

\begin{enumerate}
\item[(a)] Show that EOT is linear in $t$ if the films share one bulk permittivity $\varepsilon_b$ and one interfacial contribution $a$. State when this holds.
\item[(b)] Find $\varepsilon_b$ and $a$, and compare $\varepsilon_b$ with the permittivity that each film appears to have if the interfaces are ignored.
\item[(c)] What does $a$ reveal about the structure of the interface?
\item[(d)] Each EOT has an independent standard error of 0.01 nm and each thickness one of 0.2 nm. Find the errors of $\varepsilon_b$ and $a$. How do the results change if the permittivity of the thin film is 10\% below that of the thick one?
\item[(e)] The 6 nm film is used at $V=0.50$ V. Find its stored charge and the voltage lost at the interfaces, and estimate the effects of nonlinearity, of heating from 298 to 358 K, and of leakage.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Why the plot is a straight line}

Let $x$ run across the film. With no free charge inside it, Gauss's law makes the displacement $D$ uniform, equal to the charge per area on the electrodes. The local field is $D/[\varepsilon_0\varepsilon(x)]$, so the voltage across the film is
\begin{equation}
V_{\rm film}=\frac{D}{\varepsilon_0}\int_0^t\frac{dx}{\varepsilon(x)} .
\end{equation}

A real electrode adds a further drop, because its charge occupies a thin layer. In linear screening, the deviation $\phi$ of the potential from its value deep in the metal obeys $\phi''=\phi/\lambda^2$. At a depth $z$ it is therefore $\phi_0e^{-z/\lambda}$, and the field at the surface has magnitude $\phi_0/\lambda$. If the metal has background permittivity $\varepsilon_m$, this field is also $D/(\varepsilon_0\varepsilon_m)$. Hence $\phi_0=D\lambda/(\varepsilon_0\varepsilon_m)$ at each electrode.

Since $C=D/V$, equation (\ref{eot}) reads $\mathrm{EOT}=3.9\,\varepsilon_0V/D$. Inserting the film voltage and two electrode drops gives
\begin{equation}
\mathrm{EOT}=3.9\left[\int_0^t\frac{dx}{\varepsilon(x)}+\frac{2\lambda}{\varepsilon_m}\right].
\end{equation}
Adding and subtracting $1/\varepsilon_b$ under the integral separates the bulk part:
\begin{align}
\mathrm{EOT}&=\frac{3.9\,t}{\varepsilon_b}+a,
\label{line}\\
a&=3.9\left[\int_0^t\left(\frac1{\varepsilon(x)}-\frac1{\varepsilon_b}\right)dx+\frac{2\lambda}{\varepsilon_m}\right].
\label{a}
\end{align}
The integrand in (\ref{a}) differs from zero near the surfaces. If the two surface regions do not overlap, a thicker film merely has more bulk between them, and $a$ does not depend on $t$.

This condition matters. Take $\varepsilon_b=130$, $\lambda=0.05$ nm, $\varepsilon_m=2$, and let $1/\varepsilon$ exceed its bulk value by $0.03\,e^{-(x/\ell)^2}$ at one surface, with the mirror image at the other. Capacitances from a numerical solution of Poisson's equation for 6 and 12 nm films, treated as in part (b), return a permittivity of 130.0 for $\ell=0.5$ nm, but 112.4 for $\ell=4$ nm. The wide profile is cut off in the thin film, so $a$ grows with $t$. This adds $[a(t_2)-a(t_1)]/(t_2-t_1)$ to the slope and lowers the permittivity inferred from it.

\subsection*{(b) The two parameters}

Writing (\ref{line}) for both films and subtracting removes $a$:
\begin{equation}
\mathrm{EOT}_2-\mathrm{EOT}_1=\frac{3.9\,(t_2-t_1)}{\varepsilon_b}.
\end{equation}
Therefore
\begin{align}
\varepsilon_b&=\frac{3.9\,(t_2-t_1)}{\mathrm{EOT}_2-\mathrm{EOT}_1}
=\frac{3.9\times6}{0.20}=117,\\
a&=\mathrm{EOT}_1-\frac{3.9\,t_1}{\varepsilon_b}
=0.50-\frac{3.9\times6}{117}=0.30\ \mathrm{nm}.
\end{align}

Ignoring the interfaces amounts to defining an apparent permittivity
\begin{equation}
\varepsilon_{\rm app}=\frac{3.9\,t}{\mathrm{EOT}}
=\frac{\varepsilon_b}{1+t_*/t},\qquad
t_*=\frac{a\,\varepsilon_b}{3.9}=9.0\ \mathrm{nm}.
\end{equation}
The second form follows on dividing numerator and denominator by $3.9\,t/\varepsilon_b$. It gives 46.8 for the thin film and 66.9 for the thick one. For $t\gg t_*$ the apparent value tends to $\varepsilon_b$. For $t\ll t_*$ equation (\ref{line}) approaches the floor $\mathrm{EOT}=a$, as long as the film stays thick enough for its surface regions not to overlap. Within that range, thinning this film with unchanged interfaces cannot bring the EOT below 0.30 nm.

Two points determine two parameters and leave nothing over to test the line. A third film can do so: at 9 nm the prediction is $0.30+3.9\times9/117=0.60$ nm.

\subsection*{(c) What the intercept does not tell}

The value 0.30 nm is an oxide-equivalent excess, not the thickness of a layer. Suppose that it comes from a dead layer of thickness $w$ and permittivity $\varepsilon_d$ at each surface, with ideal electrodes. Then (\ref{a}) gives
\begin{equation}
a=3.9\times2w\left(\frac1{\varepsilon_d}-\frac1{\varepsilon_b}\right)
\quad\Longrightarrow\quad
\frac1{\varepsilon_d}=\frac1{\varepsilon_b}+\frac{a}{7.8\,w}.
\end{equation}
For $w=1.0$ nm this requires $\varepsilon_d=21.3$, and for $w=0.5$ nm it requires $\varepsilon_d=11.7$. Solving Poisson's equation numerically for either structure gives 0.50 and 0.70 nm for the two films. Screening alone would also suffice, with $\lambda/\varepsilon_m=a/7.8=0.0385$ nm per electrode. The capacitances of these two films do not distinguish between the three explanations.

\subsection*{(d) Errors}

Let $s=3.9/\varepsilon_b=0.0333$ be the slope. To first order, errors in EOT and thickness enter through the combination $e_i=\delta\mathrm{EOT}_i-s\,\delta t_i$, whose standard deviation is
\begin{equation}
\sigma_e=\sqrt{0.01^2+(0.0333\times0.2)^2}\ \mathrm{nm}=0.012\ \mathrm{nm}.
\end{equation}
Varying $s=(\mathrm{EOT}_2-\mathrm{EOT}_1)/(t_2-t_1)$ and $a=\mathrm{EOT}_1-st_1$ gives
\begin{align}
\delta s&=\frac{e_2-e_1}{t_2-t_1},\\
\delta a&=e_1-t_1\,\delta s=\frac{t_2e_1-t_1e_2}{t_2-t_1}.
\end{align}
Since $\varepsilon_b\propto1/s$, its relative error has the same size as that of $s$. For independent errors the variances add:
\begin{align}
\frac{\sigma_\varepsilon}{\varepsilon_b}&=\frac{\sqrt2\,\sigma_e}{\mathrm{EOT}_2-\mathrm{EOT}_1}=0.085,\\
\sigma_a&=\sigma_e\frac{\sqrt{t_1^2+t_2^2}}{t_2-t_1}=0.027\ \mathrm{nm}.
\end{align}
Thus $\varepsilon_b=117\pm10$ and $a=0.30\pm0.03$ nm. Random sampling with normally distributed errors gives standard deviations of 10.1 and 0.027 nm, in agreement.

A permittivity that differs between the films causes a systematic error. If the thick film has permittivity $\varepsilon_2$ and the thin one $0.9\,\varepsilon_2$, the data require
\begin{equation}
0.50=a+\frac{3.9\times6}{0.9\,\varepsilon_2},\qquad
0.70=a+\frac{3.9\times12}{\varepsilon_2}.
\end{equation}
Subtraction gives $0.20=3.9\,(12-6.67)/\varepsilon_2$, so $\varepsilon_2=104$ and $a=0.25$ nm. Both shifts exceed the random errors. Even a third film on the line would not exclude every such variation: if $1/\varepsilon=1/\varepsilon_\infty+c/t$, then $3.9\,t/\varepsilon=3.9\,t/\varepsilon_\infty+3.9\,c$ is still straight, and $3.9\,c$ is counted as part of the interface.

\subsection*{(e) The 6 nm film in use}

From (\ref{eot}), $C=6.91\ \mu$F/cm$^2$, so the stored charge is $D=CV=3.45\ \mu$C/cm$^2$. At a given $D$, voltage is proportional to EOT, and the interfaces therefore take
\begin{equation}
V_{\rm int}=V\,\frac{a}{\mathrm{EOT}_1}=0.50\times\frac{0.30}{0.50}=0.30\ \mathrm{V}.
\end{equation}
The remaining 0.20 V across 6 nm is a bulk field of 0.333 MV/cm. More than half of the voltage is thus spent on the interfaces.

\emph{Nonlinearity.} Add a term $\beta D^3$ to the bulk field, with the rough value $\beta=8\times10^9$ V\,m$^5$/C$^3$ for SrTiO$_3$. At fixed voltage the stored charge falls by about 0.4\%.

\emph{Temperature.} By the Curie--Weiss law, $1/\varepsilon_b$ rises by $\Delta T/C_W$. Assume that the film keeps the crystal's rough constant $C_W=8\times10^4$ K and that $a$ stays fixed. Heating by 60 K then lowers $\varepsilon_b$ to about 108 and raises the EOT to 0.518 nm, which costs some 3\% of the charge.

\emph{Leakage.} Take a rough electron barrier of 1.0 eV, an optical permittivity of 5.5, the free-electron mass, and 1 nm dead layers as the cause of $a$. Each layer carries an extra 0.15 V, so its field is $F=0.333+1.5=1.83$ MV/cm. With energies in eV, the barrier near the injecting electrode is
\begin{equation}
U(x)=1.0-Fx-\frac{\gamma}{x},\qquad \gamma=\frac{e}{16\pi\varepsilon_0\times5.5}.
\end{equation}
Setting $U'=-F+\gamma/x^2=0$ gives $x=\sqrt{\gamma/F}$, where the barrier is lowered by $2\sqrt{\gamma F}=0.219$ eV. At 358 K, emission over the top gives
\begin{equation}
J=\frac{4\pi m_ek_B^2e}{h^3}\,T^2e^{-(1.0-0.219)\,\mathrm{eV}/k_BT}
=1.6\times10^{-4}\ \mathrm{A/cm^2}.
\end{equation}
Including electrons that tunnel below the top, in the WKB approximation, raises this to $3.5\times10^{-4}$ A/cm$^2$. This is a rough figure, and probably too high: the approximation lets through every electron that reaches the top, whereas an electron wave is partly reflected there. With free-electron metals of Fermi energy 2 to 12 eV as electrodes, reflection makes the current some three to six times smaller. The figure also depends on the other assumptions. With the voltage division of the heated film it is $3.2\times10^{-4}$ A/cm$^2$. If $a$ comes from 0.5 nm dead layers or from screening alone, which part (c) cannot exclude, it is about $5\times10^{-4}$ A/cm$^2$.

If the current of $3.5\times10^{-4}$ A/cm$^2$ stayed constant, the stored charge would drain in about 10 ms. In fact the current falls with the voltage, so complete discharge takes much longer, but a substantial part of the charge would still be lost within a DRAM refresh interval of some tens of milliseconds. In this model, a rough leakage limit of $10^{-7}$ A/cm$^2$ at the same voltage and temperature needs a barrier of 1.25 eV (1.26 eV for 0.5 nm dead layers or screening alone, and about 1.21 eV when reflection at free-electron electrodes is included). The capacitance measurement is far less sensitive. Even at 0.5 V and 358 K the loss tangent at 10 kHz is $\tan\delta=0.0086$ for 1 nm dead layers, and about 0.015 for 0.5 nm layers or screening alone. A parallel conductance leaves the parallel capacitance unchanged and alters the series-equivalent value by the relative amount $\tan^2\delta$, below $3\times10^{-4}$ in all three cases.

\subsection*{Relation to real capacitors}

The numbers are in the regime of thin SrTiO$_3$ films studied for DRAM, whose permittivity is roughly 100, against roughly 300 for the crystal at room temperature. The average field of 0.83 MV/cm is 0.42 of a rough breakdown field of 2 MV/cm, but the field in the assumed dead layers comes close to that figure. Among the assumptions behind the extraction, a common permittivity is open to doubt, since crystal quality and strain can change with thickness; the 10\% difference in part (d) moves $\varepsilon_b$ from 117 to 104. For use in a memory cell, leakage is the largest of the neglected effects estimated here. The estimate omits conduction through defects, which would add to the current, so a 1.25 eV barrier does not by itself ensure retention.

\section*{Table of computed values}
\begin{verbatim}
Bulk permittivity: 117.0
Interfacial EOT: 0.300 nm
Slope of EOT against thickness: 0.03333
Apparent permittivity, 6 nm film: 46.8
Apparent permittivity, 12 nm film: 66.9
Predicted EOT of a 9 nm film: 0.600 nm
Dead layers 2 x 1.0 nm: permittivity 21.3
  Poisson EOTs: 0.5000 and 0.7000 nm
Dead layers 2 x 0.5 nm: permittivity 11.7
  Poisson EOTs: 0.5000 and 0.7000 nm
Screening alone: lambda/eps_m = 0.0385 nm per electrode
Blind test, permittivity: hidden 130.0, found 130.0
Blind test, interface: integral 0.2987, found 0.2987 nm
Same with dead layers 4 nm wide: found 112.4
Assumed errors: EOT 0.01 nm, thickness 0.2 nm
Permittivity error: formula 9.9, sampled 10.1
Interface error: formula 0.027, sampled 0.027 nm
If thin film is 10% lower: thick-film permittivity 104.0
  and interfacial EOT 0.250 nm
Operating voltage: 0.50 V
Capacitance, 6 nm film: 6.91 uF/cm2
Stored charge: 3.45 uC/cm2
Bulk field: 0.333 MV/cm
Voltage lost at interfaces: 0.300 V
Rough cubic coefficient: 8.0e+09 V m5/C3
Charge lost to nonlinearity: 0.39 %
Rough Curie constant: 80000 K
Measured at 298 K, used at 358 K
Hot permittivity: 107.6; hot EOT, 6 nm film: 0.518 nm
Average field: 0.83 MV/cm
  as share of rough 2 MV/cm breakdown: 0.42
Rough barrier: 1.0 eV; optical permittivity: 5.5
Field in 1 nm dead layer: 1.83 MV/cm
Image-force lowering: 0.219 eV
Thermionic current, hot: 1.58e-04 A/cm2
With tunnelling, hot: 3.47e-04 A/cm2
Loss tangent at 10 kHz, 0.5 V, hot: 8.6e-03
Stored charge / leakage current: 10.0 ms
Barrier needed for 1e-07 A/cm2: 1.25 eV
\end{verbatim}
